# Choosing a time step for halide kinetics: element balance and positivity

A sealed reactor at 700 K holds 1 Torr of WF$_6$ and 20 Torr of H$_2$. One step of 0.35 s with the classical fourth-order Runge-Kutta method (RK4) leaves $-0.163$ Torr of WF$_3$ in it. The same step keeps the totals of tungsten, fluorine and hydrogen at 1, 6 and 40 Torr, with a largest error of $2\times10^{-15}$ Torr. An impossible composition has passed a perfect element audit.

The setting at issue is the integration method and time step of the kinetics calculation that follows an electronic-structure calculation of barriers, when rate constants are turned into amounts against time. This guide shows what the element audit can detect, why it is blind to negative amounts, and how to choose a step that prevents them.

## The model

The reactor is closed, isothermal and of constant volume, so partial pressures are proportional to amounts. Deposited tungsten is counted as the pressure it would have as a gas. Fluorine is removed one atom at a time,

$$\mathrm{WF}_n+\tfrac12\mathrm{H_2}\rightarrow\mathrm{WF}_{n-1}+\mathrm{HF},\qquad n=6,\dots,1,$$

where WF$_0$ is the solid film. Every rung has the rate $k\,p_{\mathrm{WF}_n}p_{\mathrm{H_2}}$ with $k=0.2$ /(Torr s). This equal-rate ladder is a schematic test of integrators, not a growth mechanism.

Collect the nine amounts in a vector $c$, the reaction rates in $r(c)$ and the stoichiometric coefficients in a matrix $S$:

$$\frac{dc}{dt}=f(c)=S\,r(c).$$

Let $E$ be the element matrix, whose entry $E_{ei}$ is the number of atoms of element $e$ in species $i$. Each reaction conserves atoms, so every column of $S$ is annihilated: $ES=0$. The six columns of $S$ are independent, because each reaction consumes a fluoride that no later rung contains. Nine species minus six reactions leave three linear invariants, and these are the W, F and H totals.

The true amounts stay positive. Hydrogen obeys $\dot p_{\mathrm{H_2}}=-\tfrac12k\left(\sum_n p_{\mathrm{WF}_n}\right)p_{\mathrm{H_2}}$, so it is its initial value times an exponential. Define $\tau=\int_0^t k\,p_{\mathrm{H_2}}\,dt'$, which therefore increases with time. Number the fluorides by $j=6-n$ and call their amounts $p_j$. Then

$$\frac{dp_0}{d\tau}=-p_0,\qquad \frac{dp_j}{d\tau}=p_{j-1}-p_j .$$

With $q_j=e^{\tau}p_j$ these become $q_0'=0$ and $q_j'=q_{j-1}$. Repeated integration from a pure WF$_6$ start of amount $P$ gives

$$p_j=P\,e^{-\tau}\frac{\tau^j}{j!},\qquad j=0,\dots,5 .$$

Film and HF are only produced. Any negative amount is therefore the integrator's doing.

## Why the element audit passes

A Runge-Kutta method with coefficients $a_{ij}$ and $b_i$ forms stages $Y_i$ and then an update:

$$Y_i=c_0+h\sum_j a_{ij}f(Y_j),\qquad c_1=c_0+h\sum_i b_if(Y_i).$$

Multiply the update by $E$ and insert $f=Sr$:

$$Ec_1-Ec_0=h\sum_i b_i\,(ES)\,r(Y_i)=0 .$$

The proof does not use the step size, the accuracy, the values of $a_{ij}$ and $b_i$, or the stage equations. It requires that the rates be defined at the stages. In floating-point arithmetic a rounding error remains. A balance error above rounding thus reveals an unbalanced reaction or an update that departs from this form. A vanishing one does not prove that the reactions are the right ones, and it says nothing about whether the step is small enough.

Three departures matter in practice.

- Some implicit methods return the last stage as the result. If its equation is solved with a residual $\rho$, the totals are wrong by $E\rho$. For backward Euler, $Y=c_0+hf(Y)$, a Newton correction $\delta$ obeys $(I-hJ)\delta=-(Y-c_0-hf(Y))$ with $J=S\,\partial r/\partial c$. Since $EJ=0$ and $Ef=0$, multiplication by $E$ gives $E\delta=-E(Y-c_0)$, so $E(Y+\delta)=Ec_0$ after one correction. An approximate Jacobian with $EJ\neq0$ loses this property.
- Setting negative entries to zero adds matter. Here it adds 0.163 Torr of WF$_3$: tungsten rises from 1 to 1.163 Torr and fluorine by three times as much, from 6 to 6.489 Torr.
- In an open reactor, $f=Sr+g$ with a net feed $g$. The totals then change by $h\sum_i b_iEg(Y_i)$, and the audit must compare with that.

## Why explicit methods go negative

Hold H$_2$ fixed for the moment. The ladder becomes linear, with one rate $\lambda=kp_{\mathrm{H_2}}$ for every rung. On the decaying species $hM=x(-I+N)$, where $x=h\lambda$ and $N$ moves material one rung down. The film does not feed back and can be left out.

In an explicit method each stage uses earlier stages, so by induction each is a polynomial in $hM$ acting on $c_0$. The update is $c_1=R(hM)c_0$, with the same polynomial $R(z)=\sum_{m=0}^{d}a_mz^m$ that describes one step of $\dot y=\lambda' y$ at $z=h\lambda'$. Consistency, $\sum_ib_i=1$, makes $a_1=1$, so the degree $d$ is at least one. Because $I$ and $N$ commute, Taylor's formula about $-x$ gives

$$R(-xI+xN)=\sum_{j}\frac{x^jR^{(j)}(-x)}{j!}N^j .$$

Starting from one unit on rung 0, the amount on rung $j$ after one step is therefore $x^jR^{(j)}(-x)/j!$.

Now look at the highest derivatives. The derivative of order $d-1$ is linear:

$$\frac{R^{(d-1)}(-x)}{(d-1)!}=a_{d-1}-d\,a_d\,x .$$

If $a_d>0$, rung $d-1$ is negative once $x>\max\left(0,\,a_{d-1}/(d\,a_d)\right)$. If $a_d<0$, rung $d$ holds $a_dx^d$, which is negative for every $x>0$. Hence every consistent explicit Runge-Kutta method gives a negative amount on a sufficiently long ladder at some step size, although the true solution is positive.

For RK4, $R=1+z+z^2/2+z^3/6+z^4/24$ and $R'''(z)=1+z$. Rung 3, which is WF$_3$, receives

$$\frac{x^3(1-x)}{6}.$$

It is negative for $x>1$. In the example $\lambda=0.2\times20=4$ /s and $x=4\times0.35=1.4$, so the amount is $2.744\times(-0.4)/6=-0.183$ Torr. When H$_2$ is consumed as the model requires, the step gives $-0.163$ Torr. The sign change, located by root finding, lies at 0.2532 s, against 0.2500 s when H$_2$ is in vast excess.

Two other checks miss this failure. The first is the stability limit: RK4 does not amplify a simple decay until $x=2.785$, so $x=1.4$ is well inside. The second is a trial on a single decaying species. There RK4 multiplies the amount by $R(-x)$, which is positive for every real $x$. Indeed $R$ grows without bound in both directions and has a minimum, where $R'=1+z+z^2/2+z^3/6=0$. Subtracting this zero from $R$ leaves $R=z^4/24$, which is positive because $R'(0)=1$ excludes $z=0$. The fault appears in a chain of intermediates.

## Implicit methods

An implicit method can damp every decay and still change its sign. For $\dot y=-\lambda y$ the implicit midpoint stage obeys $Y=y_0-\tfrac x2Y$, so $Y=y_0/(1+x/2)$ and

$$y_1=y_0-xY=\frac{1-x/2}{1+x/2}\,y_0 .$$

The factor is below one in magnitude for all $x>0$, but negative for $x>2$.

The two-stage Radau IIA method returns its second stage. Its equations are

$$\left(1+\tfrac{5x}{12}\right)Y_1-\tfrac{x}{12}Y_2=y_0,\qquad \tfrac{3x}{4}Y_1+\left(1+\tfrac x4\right)Y_2=y_0 .$$

The determinant is $1+\tfrac{2x}{3}+\left(\tfrac{5}{48}+\tfrac{3}{48}\right)x^2$, and Cramer's rule gives

$$\frac{y_1}{y_0}=\frac{1+\frac{5x}{12}-\frac{3x}{4}}{1+\frac{2x}{3}+\frac{x^2}{6}}=\frac{1-\frac x3}{1+\frac{2x}{3}+\frac{x^2}{6}} .$$

For a single decay this is negative for $x>3$. On the full ladder with $h=1.25$ s, solving the nonlinear stage equations numerically gives $-0.078$ Torr of WF$_6$. The formula with H$_2$ held fixed, $x=5$, predicts the sign and gives $-0.667/8.5=-0.078$ Torr. So close an agreement is fortuitous, because H$_2$ is consumed during the step.

The range $x<3$ is not safe on a chain. The rung formula $x^jR^{(j)}(-x)/j!$ also holds for this rational $R(z)=(1+z/3)/(1-2z/3+z^2/6)$, because $N$ is nilpotent, and for small $x$ rung $j$ holds about $a_jx^j$. Multiplying out the denominator gives $a_0=a_1=1$ and $a_m=\tfrac23a_{m-1}-\tfrac16a_{m-2}$ for $m\ge2$, so $a_2=\tfrac12$, $a_3=\tfrac16$, $a_4=\tfrac1{36}$ and $a_5=-\tfrac1{108}$. Rung 5, which is WF$_1$, is therefore negative for every sufficiently small step from pure WF$_6$. On the full ladder one step of 0.01 s leaves $-7\times10^{-10}$ Torr of WF$_1$, and one of 0.1 s leaves $-1\times10^{-5}$ Torr of film, while steps of 0.35, 0.5 and 0.7 s leave no negative amount.

Backward Euler is different on linear conversion networks. Let $G_{ij}\ge0$ be the rate constant from species $j$ to $i$, $\ell_j=\sum_iG_{ij}$ the total loss constant, and $D$ the diagonal matrix with entries $1+h\ell_j$. Then $M=G-\mathrm{diag}(\ell)$ and

$$I-hM=D-hG=(I-hGD^{-1})D .$$

The column sums of $hGD^{-1}$ are $h\ell_j/(1+h\ell_j)<1$, so the geometric series converges:

$$(I-hM)^{-1}=D^{-1}\sum_{m\ge0}(hGD^{-1})^m .$$

Every term is nonnegative, and so is the result for any $h$. The price is accuracy: the decay factor $1/(1+x)=1-x+x^2-\dots$ departs from $e^{-x}$ already by $x^2/2$.

Nonlinear networks need one more precaution. For $2\mathrm{WF_5}\rightarrow\mathrm{WF_4}+\mathrm{WF_6}$ with rate $\kappa a^2$, where $a$ is the WF$_5$ amount, backward Euler requires

$$a+2h\kappa a^2=a_0,\qquad a=\frac{-1\pm\sqrt{1+8h\kappa a_0}}{4h\kappa}.$$

The roots have opposite signs. For $\kappa=1$ /(Torr s), $h=1$ s and $a_0=1$ Torr they are $0.5$ and $-1$ Torr. At the negative root each product has $h\kappa a^2=1$ Torr, so tungsten is $-1+1+1=1$ Torr and fluorine $-5+4+6=5$ Torr, as at the start. The audit accepts both roots. For this equation Newton's method started at $a_0$ is safe: the function $a+2h\kappa a^2-a_0$ is convex and increasing for $a>0$, and $a_0$ lies above the positive root, so the iterates descend to it.

## A step taken from the element totals

Write the change of each species as production minus loss, $f_i=P_i-L_ic_i$, with $P_i$ and $L_i$ nonnegative when all amounts are. A forward Euler step is

$$c_i+hf_i=(1-hL_i)\,c_i+hP_i ,$$

which is nonnegative if $hL_i\le1$. In the ladder a fluoride has $L=kp_{\mathrm{H_2}}$ and hydrogen has $L=\tfrac12k\sum_np_{\mathrm{WF}_n}$; film and HF have no loss. The conserved totals bound both. Let $H$ and $W$ be the hydrogen and tungsten totals. From $H=2p_{\mathrm{H_2}}+p_{\mathrm{HF}}$ follows $p_{\mathrm{H_2}}\le H/2$, and the fluorides together cannot exceed $W$. Hence a sufficient step is

$$h^*=\frac{2}{k\max(H,W)}=\frac{2}{0.2\times40}=0.25\ \mathrm{s}.$$

It is known before the run and holds throughout, because the totals do not change.

A third-order method inherits the guarantee if it is built from Euler steps. With $\Phi(c)=c+hf(c)$, the strong-stability-preserving (SSP) three-stage method is

$$u_1=\Phi(c_0),\quad u_2=\tfrac34c_0+\tfrac14\Phi(u_1),\quad c_1=\tfrac13c_0+\tfrac23\Phi(u_2).$$

For $h\le h^*$, $\Phi$ turns a nonnegative state with the given totals into another such state. Weighted averages with positive weights summing to one do the same. So $u_1$, $u_2$ and $c_1$ are all nonnegative and balanced.

The amounts at 0.35 s, in Torr, are compared below. The reference comes from an adaptive eighth-order integration with relative tolerance $10^{-12}$, and the SSP column from two steps of 0.175 s.

| Species | Reference | RK4 | SSP |
|---|---:|---:|---:|
| WF$_6$ | 0.253 | 0.286 | 0.244 |
| WF$_5$ | 0.348 | 0.188 | 0.373 |
| WF$_4$ | 0.239 | 0.540 | 0.215 |
| WF$_3$ | 0.110 | −0.163 | 0.109 |
| WF$_2$ | 0.038 | 0.149 | 0.046 |

RK4 puts more than twice the true amount into WF$_4$, so the negative entry is a symptom of a generally poor step. Removing the sign would not repair the neighbours.

Positivity is not accuracy either. At 3.5 s the reference film is 0.98478 Torr. Ten RK4 steps of 0.35 s give 0.98471 Torr, and fourteen SSP steps of 0.25 s give 0.98548 Torr, at nearly equal cost (40 and 42 rate evaluations). The run that passed through a negative amount ends with the smaller film error. The final film therefore does not reveal the earlier failure, and $h^*$ limits sign errors, not the error of the film.

## Guidance

1. Monitor the smallest amount separately from the element totals. The totals test stoichiometry and the form of the update.
2. Bound each loss frequency $L_i$ from the totals, and take $h\le1/\max L_i$ with the three-stage SSP method above. Then reduce $h$ further until the wanted quantity stops changing.
3. If another method returns a negative amount, reject the step and repeat it with a smaller one. If the negative amount persists, as it can when a Taylor coefficient $a_j$ of $R$ within the length of the chain is negative (two-stage Radau IIA on this ladder is an example), change the method. Do not clip.
4. Where $h^*$ is too short to afford, backward Euler is positive on linear conversion networks at first-order accuracy. On nonlinear ones inspect the sign of the root.
5. Be wary of positive formulas applied species by species. The update $(c_i+hP_i)/(1+hL_i)$ cannot go negative, but at 0.35 s it gives $1/2.4=0.417$ Torr of WF$_6$, $1.4/2.4=0.583$ Torr of WF$_5$ and 1.4 Torr of HF. The fluorine total is then $2.5+2.917+1.4=6.817$ Torr instead of 6.

The bound in item 2 requires that each loss rate vanish at least in proportion to the species lost. Tungsten deposition from WF$_6$ and H$_2$ can be described, while WF$_6$ is plentiful, by a rate of order zero in WF$_6$ and one half in H$_2$. Such a law does not switch off: when WF$_6$ is exhausted, its rate is still $\sqrt{17/20}=0.92$ of the initial one, and even an exact solution then turns negative. It needs a factor that vanishes with WF$_6$. The half order also makes $L$ for hydrogen grow as $p_{\mathrm{H_2}}^{-1/2}$, so no fixed step is safe down to zero hydrogen.

## The example beside a tungsten reactor

The temperature and pressures are rough values in the regime of tungsten deposition. With one depositing wall, a 1 cm gap and a film density of 19 g/cm$^3$, the fill yields 2.2 nm of tungsten, at a mean 47 nm/min up to 90% completion, a plausible order of magnitude. Of the assumptions estimated here, the one that fails worst is the free store of intermediates. WF$_5$ to WF$_1$ peak at 0.88 Torr, which would be 30 monolayers on the wall at a rough 0.25 nm$^2$ per molecule. If they are surface species limited to one monolayer, they hold at most about 0.03 Torr. The other effects estimated are smaller; the assumption of equal rates was not tested. The half-order law, matched to the model's half-completion time, moves the 90% time from 2.57 to 2.78 s. A hard-sphere estimate of diffusion, 55 cm$^2$/s, makes the reaction rate times the diffusion time $4\times1^2/55=0.07$, so the gap is nearly mixed. If the reactor is 10 K hotter than assumed, a rough barrier of 0.7 eV raises $k$ by 18% and shortens $h^*$ to 0.21 s. At constant pressure the gas would expand by 9.5% on completion; the balances then hold for moles, not for partial pressures.
